The Voltage Across a Growing Oxide from Zero Net Current

A calculation of thin-film oxidation must decide what voltage drives the ions. One may fix it at the Mott potential, or solve for it again at each thickness. In the model oxide treated below, growth from 1.2 to 3.2 nm takes about 330 s with the first choice and 9000 s with the second. The fixed potential is justified while electrons cross the film much more easily than ions. The Fromhold–Cook condition of zero net current shows where this ceases to hold, and supplies the voltage on both sides of the change.

**Charge balance and growth**

A uniform oxide fills 0 < x < L, with metal at x = 0 and adsorbed oxygen at x = L. The voltage is V = φ(0) − φ(L), so a positive V gives an outward field V/L, which drives cations towards the oxygen. Space charge in the film is neglected, so the field is uniform. Gauss's law then gives the charge per area on the metal, with an equal and opposite charge on the oxygen side:

σ = εV/L. (1)

Let F_i and F_e be the outward number fluxes of cations of charge Ze and of electrons. A departing cation removes Ze from the metal surface; a departing electron leaves +e behind. Therefore

dσ/dt = e(F_e − Z F_i). (2)

If each arriving cation forms oxide of volume Ω, then

dL/dt = Ω F_i. (3)

Writing dσ/dt = (dσ/dL)(dL/dt) and inserting (2) and (3) gives the relative current imbalance,

(F_e − Z F_i)/(Z F_i) = (Ω/Ze) dσ/dL. (4)

The right side compares the change in surface charge with the cation charge Ze/Ω contained in unit volume of oxide. When it is small, the voltage obeys

F_e(V,L) = Z F_i(V,L). (5)

Its solution is called V_K(L). Neither flux vanishes in (5): the film grows because both flow, and their electric currents cancel. Equation (5) is a quasi-steady approximation, whose error (4) measures. To use it, we need the two fluxes.

**Ionic hopping**

Cations occupy layers k = 0, 1, …, N, separated by the jump length 2a, so N = L/2a. The barrier top lies midway between layers. At zero field its height is W. The field lowers it by ZeVa/L for an outward jump and raises it equally for a return jump; the macroscopic field is taken to act on the ion. With attempt frequency ν, define

k₀ = ν exp(−W/kT), u = ZeVa/(LkT). (6)

If n_k is the number of mobile cations per area in layer k, the flux between neighbouring layers is

F_i = k₀(n_{k−1} e^u − n_k e^{−u}). (7)

The layer populations are taken to be steady, so F_i is the same at each barrier. Solving (7) for n_k gives

n_k = e^{2u} n_{k−1} − (F_i/k₀)e^u. (8)

A uniform density n* satisfies this recursion if n*(e^{2u} − 1) = (F_i/k₀)e^u, that is, n* = F_i/(2k₀ sinh u). Subtracting the equation for n* from (8) shows that n_k − n* is multiplied by e^{2u} at each step. After N steps,

n_N − n* = e^{2uN}(n₀ − n*). (9)

Collecting the terms in n* gives n*(e^{2uN} − 1) = n₀e^{2uN} − n_N. Division by e^{2uN} and insertion of n* yield

F_i = 2k₀ sinh u (n₀ − n_N e^{−2uN})/(1 − e^{−2uN}). (10)

Here 2uN = ZeV/kT. As V → 0, the numerator tends to 2k₀u(n₀ − n_N) and the denominator to 2uN, so F_i → k₀(n₀ − n_N)/N, which is ordinary diffusion.

The dependence on V follows from the geometric sum

1 − e^{−2uN} = (1 − e^{−2u}) Σ_j e^{−2uj}, j = 0, …, N−1,

together with 2 sinh u = e^u(1 − e^{−2u}). The common factor cancels in (10). Moving the remaining exponentials into the sums gives

F_i = k₀[n₀/Σ_j e^{−(2j+1)u} − n_N/Σ_j e^{(2j+1)u}]. (11)

In the second sum the exponents are u(2N − 1 − 2j), which are the same odd multiples of u in reverse order. As u rises, the first denominator falls and the second grows. At fixed boundary densities, F_i therefore increases strictly with V.

The sums require integer N. For n_N = 0, formula (10) can be continued to real N ≥ 1, with

d ln F_i/du = coth u − 2N/(e^{2uN} − 1).

The subtracted term decreases with N for either sign of u, so the derivative is at least its value at N = 1, which is 1. The monotonic rise survives the continuation.

**Electronic tunnelling**

Let χ₀ be the depth of the metal Fermi level below the oxide conduction edge at x = 0, and χ_L the depth of the oxygen level below the edge at x = L. Measure electron energy from the metal Fermi level. Since an electron has potential energy −eφ, the conduction edge is

U(x) = χ₀ + eVx/L. (12)

The oxygen level lies at χ₀ + eV − χ_L = e(V − V_M), where

V_M = (χ_L − χ₀)/e (13)

is the Mott potential. At V = V_M the two levels align.

Both sides are treated as electron reservoirs filled up to their levels, at zero temperature and with the free electron mass m. For the oxygen side this is a substantial model assumption. The one-way flux from a reservoir filled to μ is 2∫d³k/(2π)³ v_x times the transmission. Since v_x dk_x = dE/ħ, with E the energy of motion along x, the spin and longitudinal factors give dE/(πħ). The occupied transverse states fill a disc with k_t² ≤ 2m(μ − E)/ħ², and so contribute m(μ − E)/(2πħ²) per area. The product is the supply m(μ − E)dE/(2π²ħ³).

The WKB transmission, without its prefactor, is exp[−(2/ħ)∫√(2m(U − E))dx]. Replacing U by its mean Ū = χ₀ + eV/2 gives exp[−A√(Ū − E)], with A = 2L√(2m)/ħ. Put y = Ū − E and b = Ū − μ. The required integral is

I = ∫_b^∞ (y − b)e^{−A√y}dy. (14)

The upper limit neglects the finite depth of the filled band, because deep electrons tunnel very weakly. Substitute √y = √b + t, so that dy = 2(√b + t)dt and y − b = t(t + 2√b). Then

I = 2e^{−A√b}∫₀^∞ (2bt + 3√b t² + t³)e^{−At}dt
= 2e^{−A√b}(2b/A² + 6√b/A³ + 6/A⁴). (15)

With s = A√b and A² = 8mL²/ħ², multiplication by m/(2π²ħ³) gives

G(b) = b e^{−s}(1 + 3/s + 3/s²)/(4π²ħL²). (16)

For electrons leaving the metal, μ = 0 and b = χ₀ + eV/2. For those returning from the oxygen level, b = χ₀ + eV/2 − e(V − V_M) = χ_L − eV/2. The net outward flux is therefore

F_e = G(χ₀ + eV/2) − G(χ_L − eV/2). (17)

It vanishes at V = V_M, where both arguments equal (χ₀ + χ_L)/2.

Differentiating (14) with respect to b gives −∫_b^∞ e^{−A√y}dy; the boundary term vanishes because y − b = 0 there. This integral equals (2/A²)(1 + s)e^{−s}, so

G′(b) = −(1 + s)e^{−s}/(8π²ħL²) < 0. (18)

As V rises, the outward barrier rises and the return barrier falls. Hence F_e decreases strictly with V. The derivation needs both levels to lie below the conduction edge throughout the film, which requires −χ₀ < eV < χ_L.

**One voltage, below the Mott potential**

The difference F_e − ZF_i decreases strictly with V, so (5) has at most one solution in the allowed range. One exists if the difference is positive near the lower end of the range and negative at V_M.

If the film grows, (5) gives F_e(V_K) = ZF_i(V_K) > 0. Since F_e falls with V and is zero at V_M,

V_K < V_M during growth. (19)

At the Mott potential there is no net electron flux to compensate the ions. If the boundary densities instead drive cations inward, the same argument gives V_K > V_M. A scan of 40 random growing films found a single root in each, and placed it below V_M to within the voltage step of the scan, which was less than 0.01 V.

The solution is also stable. Hold L fixed and write V = V_K + δV. Equations (1) and (2), to first order, give dδV/dt = −δV/τ, with

τ = (ε/L)/[e ∂(ZF_i − F_e)/∂V]. (20)

The derivative in the denominator is positive. Too high a voltage speeds the ions and slows the electrons, which discharges the film. The voltage follows V_K(L) if τ is much shorter than the time in which growth changes V_K.

**Thin film: the electrons are fast**

Near V_M, write δ = V_M − V_K. Each of the two terms in (17) contributes (e/2)G′ to the derivative with respect to V, so F_e ≈ e|G′|δ with b = (χ₀ + χ_L)/2. Leaving F_i at its Mott value, (5) becomes

V_M − V_K ≈ ZF_i(V_M)/(e|G′|). (21)

The constant-potential description holds when this shift changes the ionic flux little. For ZeV_M ≫ kT and u ≫ 1, (10) then becomes F_i ≈ k₀n₀ exp[ZeaV_M/(LkT)], the field-driven rate at fixed voltage. Its rapid fall with L comes from the weakening field.

**Thick film: the field reverses**

At V = 0 the ions still diffuse if n₀ > n_N. Setting V = 0 in (5) gives the thickness at which the voltage changes sign:

Zk₀(n₀ − n_N)/N = G(χ₀) − G(χ_L), N = L/2a. (22)

In a thicker film, diffusion alone would carry more charge than tunnelling can balance. The metal surface then becomes negative, and the field holds the cations back. For n_N = 0, put V = −|V| and w = |u| in (10):

F_i = 2k₀n₀ sinh w/(e^{Ze|V|/kT} − 1). (23)

A modest reverse voltage is enough to suppress the ions, since it enters through a Boltzmann factor.

When the return electron flux is negligible, ZF_i ≈ G(b) with b = χ₀ + eV/2. The growth rate is now set by tunnelling. Neglecting the slow variation of b outside the exponent and of the bracket in (16),

−d ln F_i/dL ≈ s/L + 2/L + (s/2b)(e/2)dV/dL. (24)

The last term is negative, because V falls with L and lowers the outward barrier. If the decay constant λ is nearly uniform over a short interval beginning at L₁, where the growth rate is R₁, integrating dL/dt = R₁e^{−λ(L−L₁)} gives

L = L₁ + (1/λ)ln(1 + λR₁t). (25)

This is a local logarithmic law, with t measured from the moment when L = L₁.

**A complete balance at 2.8 nm**

Take a model oxide with round parameters: Z = 2, T = 300 K, χ₀ = 1.2 eV, χ_L = 2.0 eV, W = 0.65 eV and ν = 10¹² s⁻¹. Let 2a = 0.4 nm, n₀ = 10¹⁴ m⁻², n_N = 0, relative permittivity 10 and Ω = 0.030 nm³. Then V_M = 0.8 V, kT = 0.02585 eV and k₀ = 12.04 s⁻¹.

At L = 2.8 nm, the root is V_K = 0.358 V and N = 7. From (6),

u = 2 × 0.358 × 0.2/(2.8 × 0.02585) = 1.98.

The exponential e^{−2uN} is negligible here. Equation (10) gives

F_i ≈ 12.04 × 10¹⁴ × 2 sinh(1.98) ≈ 8.55 × 10¹⁵ m⁻² s⁻¹.

The ionic side of (5) is twice this, 1.71 × 10¹⁶ m⁻² s⁻¹.

For the electrons, the outward mean barrier is 1.2 + 0.358/2 = 1.379 eV and the return barrier is 2.0 − 0.358/2 = 1.821 eV. Their exponents s are 33.7 and 38.7. Equation (16) gives one-way fluxes of 1.724 × 10¹⁶ and 0.015 × 10¹⁶ m⁻² s⁻¹, whose difference is again 1.71 × 10¹⁶ m⁻² s⁻¹. The return flux is already below 1% of the outward flux.

The growth rate ΩF_i is 2.6 × 10⁻⁴ nm/s. If this rate stayed constant, one jump length would take about 1560 s; it takes longer, because the rate falls as the film thickens. The voltage relaxes in 1.0 s. The steady ionic profile is also reasonable: at most about Nn₀ = 7 × 10¹⁴ m⁻² cations are in transit, and the flux replaces that number in less than 0.1 s.

**The course of growth**

At 1.6 nm, V_K is only 0.034 mV below V_M. At 2.0 nm the difference is 1.62 mV, against 1.64 mV from (21). The formula is slightly high because it leaves the ionic flux at its Mott value. That flux changes by a fraction Zeaδ/(LkT), about 1.3% here, which accounts for the discrepancy.

The voltage falls to V_M/2 at 2.76 nm and to zero at 3.32 nm. The departure from V_M sets in abruptly because the electronic response |G′| contains e^{−s}. At the mean barrier of 1.6 eV, s grows by about 13 per nm, so 0.4 nm of added oxide reduces this exponential by a factor near 180. Between 1.6 and 2.0 nm, the ionic flux at V_M falls by a factor of only about 5.

At 2.8 nm the ionic flux is 8.5% of its value at fixed V_M. At 4.0 nm, V_K = −0.116 V, and (23) has the exponent 2 × 0.116/0.02585 ≈ 9.0. Growth from 1.2 to 4.0 nm takes 2.3 × 10⁷ s, compared with 1.05 × 10³ s at the Mott potential.

Between 3.8 and 4.0 nm the rate falls by 10.2 per nm in its natural logarithm, while s/L is 11.0 nm⁻¹. Equation (24) explains the difference. The term 2/L adds about 0.5 nm⁻¹. From 3.6 to 4.0 nm the voltage falls by about 0.15 V/nm, which subtracts about 1.4 nm⁻¹. The sum is close to 10.1 nm⁻¹. With λ = 10.2 nm⁻¹, (25) predicts about 0.23 nm of growth per decade of time once λR₁t ≫ 1. In this oxide the law lasts only about one decade beyond 4.0 nm. With a sloped barrier and a 300 K electron supply, thermal emission at and near the top of the 1.2 eV barrier takes over, and λ falls to about 5 nm⁻¹ near 4.3 nm and below 1 nm⁻¹ near 4.7 nm.

**How far the result can be trusted**

The zero-current condition was tested by integrating (2) and (3) without it, starting from an uncharged film at 2.0 nm. At the five thicknesses compared, from 2.4 to 3.6 nm, the voltage differed from V_K by at most 0.31 mV. At 2.6 nm the imbalance relative to ZF_i was −0.38%, in agreement with (4). The sign is negative because the surface charge is decreasing, so slightly more charge leaves with the ions than the electrons restore. Along the curve V_K(L) from 1.2 to 4.0 nm, the magnitude of (4) stays below 0.5%.

The tunnelling approximations matter more. A sloped WKB barrier with thermal electron supply raises the voltage at 2.8 nm from 0.358 to 0.374 V. At 3.6 nm the shift is only about 5 mV, but by (23) it raises the growth rate by about a third, and at 4.0 nm the rate rises by about a half. Almost all of this comes from the thermal supply. The growth times from 1.2 nm shorten accordingly, from about 9000 to 7900 s at 3.2 nm and from 2.3 × 10⁷ to 1.6 × 10⁷ s at 4.0 nm. The omitted WKB prefactor is a separate uncertainty: multiplying the tunnelling flux by ten moves the thickness of zero voltage from 3.32 to 3.52 nm. The location of the crossover is thus uncertain by tenths of a nanometre if that flux is known only to an order of magnitude. The electron mass inside the barrier matters far more, because it enters the exponent s. Replacing m there by 0.5m moves the thickness of zero voltage to about 4.7 nm, and 0.3m moves it to about 6.2 nm. The thicknesses quoted here belong to the free-mass model and should not be carried over to a real oxide.

Space charge can be checked from the hopping profile. Layers 0 and N lie at the faces of the film, where their charge counts with the surface charges. The cations in the layers between them change the field across the film by at most Ze Σn_k/ε, summed over k = 1, …, N − 1, so their effect on the potential is bounded by L times this quantity. The largest bound found for films of 3 to 10 jump lengths is 6.1 mV, about half of kT/Ze = 12.9 mV, the scale that matters for these ions. The bound is generous: solving Poisson's equation together with (7) for 5 to 10 jump lengths shifts V_K by about 2 mV at most and the growth rate by about 1%. The uniform-field model is therefore adequate for the main course of V_K, but it does not resolve details within a few millivolts of the sign reversal. A much larger n₀ would require Poisson's equation to be solved together with (7).

Other limits are physical. The oxygen surface must offer enough levels to hold the charge σ, and must supply oxygen as fast as (3) consumes it. Once the field reverses, the charge on the oxygen side is positive; at 4.0 nm it is 1.6 × 10¹⁶ e m⁻², eighty times Zen₀. The choice n_N = 0 then assumes that this charge sits in emptied levels or immobile sites and not on cations that can jump back. The barrier reduction ZeVa/L must remain below W; at 1.2 nm it is 0.27 eV, against 0.65 eV. If electrons also cross through defects or over the barrier, their flux must be added to F_e before (5) is solved. The charge balance (2) keeps its form, but the crossover thickness found from tunnelling alone no longer applies. The remaining values for this film are in the numerical output.

Computed values

```
Z = 2, T = 300 K, kT = 0.02585 eV
chi_0 = 1.20 eV, chi_L = 2.00 eV, V_M = 0.800 V
jump length 2a = 0.40 nm, W = 0.65 eV
attempt frequency = 1.0e+12 1/s, k0 = 12.036 1/s
n0 = 1.0e+14 1/m^2, nN = 0, relative permittivity = 10.0
oxide volume per cation = 0.030 nm^3
L nm | V_K V | F_i 1/(m^2 s) | F_i/F_i(V_M) | t s | t at fixed V_M s
1.2 | 0.80000 | 3.633e+19 | 1.000e+00 | 0.000e+00 | 0.000e+00
1.6 | 0.79997 | 2.755e+18 | 9.997e-01 | 1.934e+00 | 1.934e+00
2.0 | 0.79838 | 5.793e+17 | 9.876e-01 | 1.420e+01 | 1.415e+01
2.4 | 0.72436 | 1.284e+17 | 6.140e-01 | 6.371e+01 | 5.516e+01
2.8 | 0.35819 | 8.545e+15 | 8.539e-02 | 5.931e+02 | 1.512e+02
3.2 | 0.03814 | 4.711e+14 | 8.182e-03 | 9.043e+03 | 3.313e+02
3.6 | -0.05470 | 8.422e+12 | 2.250e-04 | 3.879e+05 | 6.231e+02
4.0 | -0.11615 | 1.400e+11 | 5.281e-06 | 2.337e+07 | 1.051e+03
Balance at L = 2.8 nm:
  V_K = 0.35819 V, field = 0.1279 V/nm
  barriers N = 7.0, u = 1.9793
  mean barriers: outward 1.3791 eV, return 1.8209 eV
  exponents s: outward 33.692, return 38.714
  G outward = 1.7239e+16 1/(m^2 s)
  G return = 1.4829e+14 1/(m^2 s)
  F_e = 1.7091e+16, Z F_i = 1.7091e+16 1/(m^2 s)
  growth rate = 2.564e-04 nm/s
  voltage relaxation time = 0.996 s
  time to grow one jump length = 1560.3 s
V_M - V_K at 1.6 nm: root 0.0342 mV, thin-film formula 0.0342 mV
V_M - V_K at 2.0 nm: root 1.6188 mV, thin-film formula 1.6392 mV
thickness where V_K = V_M/2: 2.760 nm
thickness where V_K = 0: 3.322 nm
same with tenfold tunnelling flux: 3.522 nm
sloped barrier, thermal supply, 2.0 nm: V = 0.79858 V
sloped barrier, thermal supply, 2.8 nm: V = 0.37367 V
sloped barrier, thermal supply, 3.6 nm: V = -0.04986 V
charging run vs root, largest difference: 0.3133 mV
relative current imbalance at 2.6 nm: run -3.805e-03, predicted -3.805e-03
largest relative imbalance, 1.2-4.0 nm: 4.586e-03
largest space-charge voltage bound: 6.060 mV
-d ln(rate)/dL, 3.8-4.0 nm: 10.196 1/nm
tunnelling exponent per length there: 10.985 1/nm
```
